# Leading Interelectronic Correction to the g Factor of Lithiumlike Ions, part 1

(Sections cited here and not found follow in the second part.)

## First half: the effective operators

### A number that needs explaining

In lithiumlike silicon ($Z=14$), binding to the nucleus lowers the g factor of a bare hydrogenic 2s electron by $1.74\times10^{-3}$ at lowest order in $Z\alpha$. The repulsion between this electron and the two 1s electrons raises it by $3.2\times10^{-4}$ at leading order. The interaction therefore removes 18% of the one-electron shift, although the parameter that measures the repulsion against the nuclear attraction, $1/Z$, is only 7%.

The result behind these figures is

$$\Delta g=\frac{940}{2187}\,\frac{(Z\alpha)^2}{Z}=\frac{940}{2187}\,\alpha^2Z .\tag{1}$$

It applies to the state $1s^22s\;{}^2S_{1/2}$ with a point, spinless, infinitely heavy nucleus. It is of first order in the electron-electron interaction and of lowest order in $Z\alpha$. The anomalous moment of the free electron, other radiative effects and nuclear recoil are left out.

Atomic units are used: $\hbar=m=e=1$, the electron has charge $-1$, and $c=1/\alpha$. The magnetic field is measured so that the Bohr magneton is $\mu_B=1/2$. A current density $\mathbf j$ then produces the vector potential $\alpha^2\int \mathbf j(\mathbf r')/|\mathbf r-\mathbf r'|\,d^3r'$, up to a gauge term. The uniform field and the kinetic momentum are

$$\mathbf A=\tfrac12\mathbf B\times\mathbf r,\qquad \boldsymbol\pi=\mathbf p+\mathbf A,$$

with the origin at the nucleus. The g factor is defined by the Zeeman energy $E_B=g\mu_BBM$.

### One electron: reduction of the Dirac equation

Let $V$ be the potential energy of the electron and $O=\boldsymbol\sigma\cdot\boldsymbol\pi$. With the rest energy removed, the upper and lower components $\psi$ and $\chi$ obey

$$E\psi=V\psi+cO\chi,\qquad (2c^2+E-V)\chi=cO\psi .$$

Except within a distance of order $Z\alpha^2$ from the nucleus, where the Coulomb potential is singular, $E-V$ is small compared with $2c^2$. To first order in this ratio, the second equation gives

$$\chi=\frac1{2c}\left[1-\frac{E-V}{2c^2}\right]O\psi .$$

Inserting this into the first equation yields

$$E\psi=\left[V+\frac{O^2}{2}-\frac{\alpha^2}{4}O(E-V)O\right]\psi .$$

The energy still appears on the right, and $\psi$ alone is not normalized. The norm is $\langle\psi|1+\alpha^2O^2/4|\psi\rangle$, so the normalized two-component function is $\Phi=(1+\alpha^2O^2/8)\psi$. Substitute $\psi=(1-\alpha^2O^2/8)\Phi$ and multiply from the left by $1-\alpha^2O^2/8$. The terms containing $E$ become

$$-E+\frac{\alpha^2}{4}EO^2-\frac{\alpha^2}{4}EO^2=-E .$$

What remains is an ordinary eigenvalue equation with

$$\begin{aligned}
H&=V+\frac{O^2}{2}-\frac{\alpha^2}{8}(O^2V+VO^2)-\frac{\alpha^2}{8}O^4+\frac{\alpha^2}{4}OVO\\
&=V+\frac{O^2}{2}-\frac{\alpha^2}{8}O^4-\frac{\alpha^2}{8}[O,[O,V]] .
\end{aligned}\tag{2}$$

The product rule for Pauli matrices gives $O^2=\pi^2+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\boldsymbol\pi)$. Because $\mathbf p=-i\nabla$, one has $\boldsymbol\pi\times\boldsymbol\pi=-i\nabla\times\mathbf A=-i\mathbf B$. Hence

$$O^2=\pi^2+\boldsymbol\sigma\cdot\mathbf B .$$

The term $O^2/2$ contains the usual spin energy $\boldsymbol\sigma\cdot\mathbf B/2$. In $O^4$, the part linear in both spin and field is $2p^2\boldsymbol\sigma\cdot\mathbf B$, since $p^2$ commutes with a uniform field. It contributes

$$-\frac{\alpha^2}{4}p^2\,\boldsymbol\sigma\cdot\mathbf B .\tag{3}$$

For the double commutator, first $[O,V]=-i\boldsymbol\sigma\cdot\nabla V$. Then

$$\begin{aligned}
[O,[O,V]]&=-i\left\{[\boldsymbol\pi\cdot,\nabla V]+i\boldsymbol\sigma\cdot(\boldsymbol\pi\times\nabla V-\nabla V\times\boldsymbol\pi)\right\}\\
&=-\nabla^2V-2\boldsymbol\sigma\cdot(\nabla V\times\boldsymbol\pi).
\end{aligned}$$

Here $[\boldsymbol\pi\cdot,\nabla V]$ means $\boldsymbol\pi\cdot\nabla V-\nabla V\cdot\boldsymbol\pi=-i\nabla^2V$. The last step uses $\boldsymbol\pi\times\nabla V=-\nabla V\times\boldsymbol\pi$, which holds because the curl of a gradient vanishes. The spin-orbit term is therefore

$$\frac{\alpha^2}{4}\boldsymbol\sigma\cdot(\nabla V\times\boldsymbol\pi).\tag{4}$$

It contains $\mathbf A$ through $\boldsymbol\pi$, and this part changes the magnetic moment.

### Several electrons: charge and current of the others

For several electrons the same reduction is applied to each one. In (4), $V$ becomes the full Coulomb energy

$$V=-\sum_i\frac{Z}{r_i}+\sum_{i<j}\frac1{r_{ij}},\qquad \mathbf r_{ij}=\mathbf r_i-\mathbf r_j ,$$

and $\nabla$ becomes $\nabla_i$. The cross terms of two reductions connect states in which both electrons have changed from upper to lower components. Eliminating those costs a further large energy denominator, so they do not enter at order $\alpha^2$.

The electrons also interact magnetically. An additional vector potential $\mathbf a$ at electron $i$ changes $O_i^2/2$ by $\frac12(\boldsymbol\pi_i\cdot\mathbf a+\mathbf a\cdot\boldsymbol\pi_i)+\frac12\boldsymbol\sigma_i\cdot(\nabla_i\times\mathbf a)$ to first order. An electron thus carries a convection current, set by its velocity $\boldsymbol\pi_i$, and a spin current. Retardation of the exchanged field introduces additional powers of $\alpha$ and is dropped for these currents.

Electron $j$ has charge $-1$ and velocity $\boldsymbol\pi_j$. Its convection current produces, apart from a gradient that has no curl, the potential $-\alpha^2\boldsymbol\pi_j/r_{ij}$ at electron $i$. The corresponding field is

$$\mathbf B_j(\mathbf r_i)=-\alpha^2\nabla_i\frac1{r_{ij}}\times\boldsymbol\pi_j=\alpha^2\frac{\mathbf r_{ij}\times\boldsymbol\pi_j}{r_{ij}^3}.$$

The spin energy in this field is the spin-other-orbit term

$$\frac{\alpha^2}{2}\,\frac{\boldsymbol\sigma_i\cdot(\mathbf r_{ij}\times\boldsymbol\pi_j)}{r_{ij}^3}.\tag{5}$$

The action of the spin current of $i$ on the motion of $j$ is this same energy, seen from the other side. It must not be added again. Summing (5) over ordered pairs $i\ne j$ counts each spin-orbit combination once.

The spin-spin interaction contains no $\mathbf A$. The interaction of two convection currents contains no spin. Their possible influence on the Zeeman energy is settled by the symmetry of the state.

### What the S state removes

The field-dependent part of the nonrelativistic Hamiltonian, to first order in $B$, is

$$H_Z=\tfrac12B(L_z+2S_z).$$

Let $|\Psi\rangle$ be the nonrelativistic ${}^2S$ eigenstate with $M=1/2$. It satisfies $L_z|\Psi\rangle=0$ and $S_z|\Psi\rangle=\frac12|\Psi\rangle$. Thus $H_Z|\Psi\rangle$ is proportional to $|\Psi\rangle$, and its matrix element with any orthogonal state is zero. A second-order energy involving $H_Z$ and a field-independent relativistic operator consequently vanishes. This argument uses the full nonrelativistic eigenstate and does not assume weak repulsion.

The correction is therefore a first-order expectation value of the field-linear operators of order $\alpha^2$. Spin-independent operators linear in $B$ have the form of an orbital vector multiplied by $\mathbf B$. Such a vector has no expectation value for $L=0$.

The spin-dependent terms have the form $\sigma_i^aT_i^{ab}B^b$, with an orbital tensor $T_i^{ab}$. All spatial functions in the state have $L=0$, even when they multiply different spin functions. Only the scalar part of the tensor can connect them, so one may replace

$$T_i^{ab}\longrightarrow\tfrac13\delta^{ab}\sum_cT_i^{cc}.\tag{6}$$

For a state with $L\ne0$, $H_Z$ still commutes with the nonrelativistic Hamiltonian and connects no different nonrelativistic levels. It must, however, be treated within the fine-structure multiplet, and both the spin-independent orbital terms and the tensor parts of $T_i^{ab}$ contribute.

Apply (6) to the spin-orbit term. With $\boldsymbol\pi_i$ replaced by its field part,

$$\begin{aligned}
\nabla_iV\times\mathbf A(\mathbf r_i)
&=\tfrac12\left[\mathbf B(\mathbf r_i\cdot\nabla_iV)-\mathbf r_i(\mathbf B\cdot\nabla_iV)\right]\\
&\longrightarrow\tfrac12\left(1-\tfrac13\right)\mathbf B(\mathbf r_i\cdot\nabla_iV)
=\tfrac13\mathbf B(\mathbf r_i\cdot\nabla_iV).
\end{aligned}$$

Multiplication by $\alpha^2/4$ gives

$$\frac{\boldsymbol\sigma_i\cdot\mathbf B}{2}\,\frac{\alpha^2}{6}\,\mathbf r_i\cdot\nabla_iV .$$

The two parts of $V$ give

$$\mathbf r_i\cdot\nabla_i\left(-\frac Z{r_i}\right)=\frac Z{r_i},\qquad
\mathbf r_i\cdot\nabla_i\frac1{r_{ij}}=-\frac{\mathbf r_i\cdot\mathbf r_{ij}}{r_{ij}^3}.$$

The opposite signs reflect attraction and repulsion. For the spin-other-orbit term, the field part of $\boldsymbol\pi_j$ gives

$$\mathbf r_{ij}\times\mathbf A(\mathbf r_j)
=\tfrac12\left[\mathbf B(\mathbf r_{ij}\cdot\mathbf r_j)-\mathbf r_j(\mathbf r_{ij}\cdot\mathbf B)\right]
\longrightarrow\tfrac13\mathbf B(\mathbf r_{ij}\cdot\mathbf r_j).$$

Multiplication by $\alpha^2/(2r_{ij}^3)$ produces $(\boldsymbol\sigma_i\cdot\mathbf B/2)$ times $\alpha^2\mathbf r_{ij}\cdot\mathbf r_j/(3r_{ij}^3)$.

### Hegstrom's operators for this state

Take $\mathbf B$ along $z$ and denote the eigenvalues of $\sigma_{iz}$ by $\pm1$. Collecting (3) and the two reduced gauge terms, the Zeeman energy is

$$E_B=\frac B2\left[1+\alpha^2\langle G\rangle\right],$$

where the one comes from $\sum_i\sigma_{iz}$ in the $M=1/2$ doublet, and

$$G=\sum_i\sigma_{iz}f_i+\sum_{i\ne j}\sigma_{iz}W_{ij},\tag{7}$$

$$f_i=-\frac{p_i^2}{2}+\frac Z{6r_i},\tag{8}$$

$$W_{ij}=-\frac{\mathbf r_i\cdot\mathbf r_{ij}}{6r_{ij}^3}+\frac{\mathbf r_{ij}\cdot\mathbf r_j}{3r_{ij}^3}.\tag{9}$$

By definition $E_B=g(1/2)B(1/2)=gB/4$. Comparison gives

$$g-2=2\alpha^2\langle G\rangle .\tag{10}$$

These are the scalar forms of Hegstrom's effective operators needed here. The kinetic term in $f$ expresses the reduced response of a moving spin. The nuclear term is the field-dependent part of its spin-orbit energy. In $W_{ij}$, the first term comes from the charge of electron $j$ and the second from the current that the field induces in it.

The sum in (7) is over ordered pairs. The two roles in $W_{ij}$ are different, since $i$ supplies the spin and $j$ supplies the source. Replacing $W_{ij}$ by half of $W_{ij}+W_{ji}$ before the spin sum would give a wrong operator.

### Scaling and the one-electron shift

Set $\mathbf r_i=\boldsymbol\rho_i/Z$. The nonrelativistic Hamiltonian becomes

$$H_0=Z^2\left[\sum_i\left(-\frac12\nabla_{\rho_i}^2-\frac1{\rho_i}\right)+\frac1Z\sum_{i<j}\frac1{\rho_{ij}}\right].\tag{11}$$

In the same variables $f_i$ carries a factor $Z^2$ and $W_{ij}$ a factor $Z$. Therefore

$$\langle G\rangle=Z^2\delta_0+Z(\delta_1+\delta_2)+O(Z^0).\tag{12}$$

Here $\delta_0$ is the hydrogenic value, $\delta_1$ is the change of the expectation value of the $f_i$ caused by repulsion, and $\delta_2$ is the expectation value of the $W_{ij}$ in the hydrogenic determinant. Both belong to order $\alpha^2Z$, so neither can be omitted.

At zeroth order the two 1s electrons have opposite $\sigma_z$ and cancel. For a 2s electron at unit charge, the energy is $-1/8$. The virial theorem gives $\langle p^2/2\rangle=1/8$ and $\langle1/r\rangle=1/4$. Hence

$$\delta_0=-\frac18+\frac1{24}=-\frac1{12},\qquad
g-2=-\frac{(Z\alpha)^2}{6}.\tag{13}$$

For silicon this is $-1.7395\times10^{-3}$.

### A direct check from the Dirac equation

The g factor of an s electron can also be found without the reduction. Write the radial functions multiplied by $r$ as $P_D(r)$ and $Q_D(r)$. The upper spinor is $(P_D/r)Y_{00}\chi_\uparrow$ and the lower one is $-i(Q_D/r)\boldsymbol\sigma\cdot\hat{\mathbf r}Y_{00}\chi_\uparrow$. This phase agrees with the nonrelativistic limit $Q_D=(P_D'-P_D/r)/(2c)$.

The magnetic perturbation is $c\boldsymbol\alpha\cdot\mathbf A$. Since $\mathbf A\cdot\hat{\mathbf r}=0$, the spin product is $(\boldsymbol\sigma\cdot\mathbf A)(\boldsymbol\sigma\cdot\hat{\mathbf r})=i\boldsymbol\sigma\cdot(\mathbf A\times\hat{\mathbf r})$, and the angular average of $\mathbf A\times\hat{\mathbf r}$ is $-r\mathbf B/3$. The two cross terms between upper and lower components give

$$\frac{gB}{4}=-\frac{2cB}{3}\int_0^\infty rP_DQ_D\,dr,\qquad
g=-\frac{8c}{3}\int_0^\infty rP_DQ_D\,dr .\tag{14}$$

In the nonrelativistic limit, integration by parts gives $\int rP_D(P_D'-P_D/r)dr=-3/2$, and (14) returns $g=2$.

A numerical solution in a finite basis at $Z\alpha=0.05$ gives $(g-2)/(Z\alpha)^2=-0.16681$. Its last digit carries numerical error: the exact 2s functions in (14) give $g=\frac23(1+2\varepsilon)$ with $\varepsilon=\sqrt{(1+\gamma)/2}$ and $\gamma=\sqrt{1-(Z\alpha)^2}$, which is $-0.16680$ in the same units. The operator value is $-0.16667$. The difference is 0.08% of the operator value, within the 1% tolerance of the test. It is smaller than $(Z\alpha)^2=0.25\%$, the scale of the relativistic terms omitted from (13).

## Second half: the three-electron evaluation

For the $1s^22s\;{}^2S_{1/2}$ state, the order-$\alpha^2$ shift of the g factor has been reduced to the expectation value of $G$, and its one-electron part, $-(Z\alpha)^2/6$, agrees with a direct Dirac calculation. What remains is to evaluate $\delta_1$ and $\delta_2$, which together give the interaction correction (1).
